# Vertical pairing of strained islands: spacer thickness and adatom diffusion length, part 2

New islands form on a flat surface above a square array of buried islands. We want the fraction that start above a buried one, as a function of the spacer thickness \(d\) and the adatom diffusion length \(L\).

The array has period \(b\), with island centres at depth \(d\). Each island has volume \(V\) and misfit \(\varepsilon_0\), in an elastically isotropic solid with Poisson ratio \(\nu\). Lengths are in nm and energies in eV. At distance \(r\) from the point above a single island, with \(u_r\) the radial surface displacement, the in-plane strain (trace, positive for stretching) is

\[
\varepsilon(r)=\frac1r\frac{d(ru_r)}{dr}
=\frac{2A}{(r^2+d^2)^{3/2}}-\frac{3Ar^2}{(r^2+d^2)^{5/2}}
=A\,\frac{2d^2-r^2}{(r^2+d^2)^{5/2}} ,
\tag{7}
\]

where \(A=(1+\nu)\varepsilon_0V/\pi\). Its minimum is at \(r=2d\). For the array, with reciprocal-lattice vectors \(\mathbf G\) of length \(G\),

\[
\varepsilon_{\rm arr}(\mathbf r)=\frac{A}{b^2}\sum_{\mathbf G}2\pi G\,e^{-Gd}\,e^{i\mathbf G\cdot\mathbf r} .
\tag{9}
\]

An adatom has the energy

\[
U(\mathbf r)=-\Lambda\,\varepsilon_{\rm arr}(\mathbf r),\qquad \Lambda>0 ,
\tag{10}
\]

where \(\Lambda\) is the strength of its preference for a stretched surface. At temperature \(T\), with thermal energy \(kT\), it hops between neighbouring sites \(i\) and \(j\), a distance \(h\) apart, at the rate

\[
W_{i\to j}=\frac{D}{h^2}\exp\!\left(-\frac{U_j-U_i}{2kT}\right),
\tag{11}
\]

where \(D\) is the diffusion constant of the unstrained surface. Adatoms arrive at rate \(F\) per unit area and are lost after a mean time \(\tau\), so \(L=\sqrt{D\tau}\). Their steady density \(n\) per unit area obeys

\[
L^2\,\nabla\cdot\left(\nabla n+\frac{n}{kT}\nabla U\right)-n+F\tau=0 .
\tag{13}
\]

The nucleation rate is proportional to \(n^m\), where \(m=i^*+1\) and \(i^*\) is the number of atoms in a critical nucleus. A nucleus is paired if it forms within \(a<b/2\) of a point above a buried island. The pairing probability is

\[
P=\frac{\int_{r<a}n^m\,d^2r}{\int_{\rm cell}n^m\,d^2r}.
\tag{14}
\]

Without strain it takes the random value \(p_0=\pi a^2/b^2\).

The example uses \(\nu=0.3\), \(\varepsilon_0=0.07\), \(V=400\ \mathrm{nm^3}\), \(\Lambda=4\ \mathrm{eV}\), \(T=750\ \mathrm K\), \(b=60\ \mathrm{nm}\), \(a=10\ \mathrm{nm}\) and \(m=4\).

## Pairing probability as a function of the two lengths

The buried islands have period \(b\), depth \(d\) and strength \(A=(1+\nu)\varepsilon_0V/\pi\). The adatom energy \(U=-\Lambda\varepsilon_{\rm arr}\) follows from the strain in Eq. (9), and the adatom density \(n\) obeys Eq. (13), with arrival rate \(F\), lifetime \(\tau\) and diffusion length \(L\). The pairing probability \(P\) is the share of \(n^m\) found within a radius \(a\) of the points above buried islands, Eq. (14), and its random value is \(p_0=\pi a^2/b^2\). It is useful to define

\[
v=\frac{U}{kT},\qquad \Gamma=\frac{\Lambda A}{kT},
\]

where \(\Gamma\) has the dimension of a volume and measures the strength of the drift.

Equation (13) has no simple closed solution for this potential, but its logarithmic form leads to a useful approximation. Put \(n=F\tau\,e^{\chi}\). Then \(\nabla n=n\nabla\chi\), and Eq. (13) becomes \(L^2\nabla\cdot[e^\chi\nabla(\chi+v)]=e^\chi-1\). Carrying out the derivative and dividing by \(e^\chi\) gives

\[
L^2\left[\nabla^2(\chi+v)+\nabla\chi\cdot\nabla(\chi+v)\right]=1-e^{-\chi}.
\tag{15}
\]

For weak drift \(v\) is small and \(\chi\) is of the same order. The product of gradients is then of second order, and the right-hand side is \(\chi\) up to second-order terms. Call the first-order solution \(\eta\). It obeys \(L^2\nabla^2(\eta+v)=\eta\), which for each Fourier coefficient reads \(-L^2G^2(\eta_G+v_G)=\eta_G\). Therefore

\[
\eta_G=-v_G\,\frac{L^2G^2}{1+L^2G^2} .
\]

By Eqs. (9) and (10), \(-v_G=(\Gamma/b^2)\,2\pi G\,e^{-Gd}\), so that

\[
\eta(\mathbf r)=\frac{\Gamma}{b^2}\sum_{\mathbf G}2\pi G\,e^{-Gd}\,
\frac{L^2G^2}{1+L^2G^2}\,e^{i\mathbf G\cdot\mathbf r}.
\tag{16}
\]

The two lengths filter the strain in opposite ways. The spacer removes short wavelengths. A finite diffusion length suppresses long ones, because an adatom that travels a distance of order \(L\) cannot even out its chemical potential over a much longer distance before it is lost.

Inserting \(n\simeq F\tau\,e^\eta\) in Eq. (14) gives the explicit pairing formula

\[
P\simeq\frac{\int_{r<a}e^{m\eta}\,d^2r}{\int_{\rm cell}e^{m\eta}\,d^2r}.
\tag{17}
\]

Its standing differs between regimes. For weak drift it is correct to first order in \(\Gamma\) at every \(L\). As \(L\to0\), adatoms stay where they land, \(\eta\to0\) and \(P\to p_0\), which is the correct limit for a smooth potential. As \(L\to\infty\), Eq. (16) gives \(\eta\to-v\). The full equation (15) is then solved by \(\chi=-v+\text{constant}\), and the constant cancels in the ratio. In this limit Eq. (17) reproduces the Boltzmann result, with weight \(e^{-mU/kT}\), for any strength of the drift. Between these limits, at strong drift, it is an approximation, whose error begins at second order in \(\Gamma\).

The first-order result follows by expanding the exponentials. The cell average of \(\eta\) is zero, since Eq. (16) has no term \(\mathbf G=0\), so the denominator does not change to this order:

\[
P\simeq p_0\left(1+m\langle\eta\rangle_a\right),
\tag{18}
\]

where \(\langle\cdot\rangle_a\) is the average over the disc \(r<a\). A plane wave averaged over this disc gives

\[
\frac{1}{\pi a^2}\int_0^a2\pi r\,J_0(Gr)\,dr=\frac{2J_1(Ga)}{Ga}.
\tag{19}
\]

The exponent \(m\) multiplies the response. Nucleation that requires several atoms to meet amplifies a modest excess of adatoms.

When the buried islands are far apart, the sum in Eq. (16) becomes an integral, with \((1/b^2)\sum_{\mathbf G}\to\int d^2k/(2\pi)^2\). Above the centre of an island,

\[
\eta(0)=\Gamma\int_0^\infty k^2e^{-kd}\,\frac{L^2k^2}{1+L^2k^2}\,dk
=\Gamma\left[\frac{2}{d^3}-\int_0^\infty\frac{k^2e^{-kd}}{1+L^2k^2}\,dk\right].
\]

In the remaining integral write \(k^2/(1+L^2k^2)=L^{-2}[1-1/(1+L^2k^2)]\) and substitute \(t=Lk\) in the second part. It equals

\[
\frac{1}{L^2}\left[\frac1d-\frac1L\,f\!\left(\frac dL\right)\right],\qquad
f(\zeta)=\int_0^\infty\frac{e^{-\zeta t}}{1+t^2}\,dt .
\]

Taking out the factor \(2/d^3\) gives

\[
\eta(0)=\frac{2\Gamma}{d^3}\,S\!\left(\frac dL\right),\qquad
S(\zeta)=1-\frac{\zeta^2}{2}\left[1-\zeta f(\zeta)\right].
\tag{20}
\]

The function \(f\) can be expressed through the sine and cosine integrals \(\mathrm{Si}\) and \(\mathrm{Ci}\). Differentiating its definition twice gives \(f''+f=\int_0^\infty e^{-\zeta t}dt=1/\zeta\). The function

\[
f(\zeta)=\mathrm{Ci}(\zeta)\sin\zeta+\left[\frac\pi2-\mathrm{Si}(\zeta)\right]\cos\zeta
\tag{21}
\]

has the derivative \(\mathrm{Ci}\cos\zeta-(\pi/2-\mathrm{Si})\sin\zeta\), because the two terms \(\pm\sin\zeta\cos\zeta/\zeta\) cancel. A second derivative gives \(-f+(\cos^2\zeta+\sin^2\zeta)/\zeta\), as required. Both the integral and Eq. (21) vanish at large \(\zeta\), whereas no non-zero combination of \(\sin\zeta\) and \(\cos\zeta\) does, so they are the same function.

For a thin spacer, \(d\ll L\), \(S\to1\) and, when the drift is weak, the adatoms have time to reach equilibrium with the strain. A well several \(kT\) deep needs a larger ratio \(L/d\) to fill. For a thick one, expanding \(1/(1+t^2)\) under the integral gives \(\zeta f=1-2/\zeta^2+24/\zeta^4-\dots\), and hence \(S\to12/\zeta^2\). The two regimes are

\[
\eta(0)\to\frac{2\Gamma}{d^3}\quad(d\ll L),\qquad
\eta(0)\to\frac{24\,\Gamma L^2}{d^5}\quad(d\gg L).
\tag{22}
\]

The second limit is approached slowly: at \(d=8L\) the factor \(S\) is 0.14, whereas \(12/\zeta^2\) gives 0.19. With weak drift and \(a\ll d\), the relative excess \(P/p_0-1\) is \(m\) times the expressions in Eq. (22). The extra factor \(L^2/d^2\) appears because the well widens with \(d\), and adatoms with a fixed range gather from a shrinking part of it.

Equation (22) describes an isolated buried island. In an array, distant neighbours each add a compressive strain of about \(-A/\varrho^3\) at distance \(\varrho\), by Eq. (7). Their sum scales as \(1/b^3\), so for \(d\ll b\) the relative correction to the central strain grows as \((d/b)^3\). This carries over to \(\eta(0)\) only when \(L\gg b\). For \(\varrho\gg d,L\) the filter in Eq. (16) reduces to \(L^2G^2\), that is to \(-L^2\nabla^2\), which turns the tail \(-\Gamma/\varrho^3\) into \(+9\Gamma L^2/\varrho^5\). When both \(d\) and \(L\) are small compared with \(b\), the neighbours therefore raise \(\eta(0)\) slightly, by an amount that falls as \(1/b^5\). For a thick spacer the sum in Eq. (16) is dominated by the four shortest vectors, of length \(G_1=2\pi/b\). Equations (18) and (19) then give

\[
\frac{P}{p_0}-1\simeq m\,\frac{8\pi G_1\Gamma}{b^2}\,e^{-G_1d}\,
\frac{L^2G_1^2}{1+L^2G_1^2}\,\frac{2J_1(G_1a)}{G_1a}.
\tag{23}
\]

The power laws give way to an exponential loss of pairing with decay length \(b/2\pi\), as the strain fields of neighbouring islands merge and cancel. In this regime the diffusion length is compared with \(b/2\pi\) and no longer with \(d\). The next four vectors have length \(\sqrt2\,G_1\). Relative to the first four they contribute \(\sqrt2\,e^{-(\sqrt2-1)G_1d}\) to the central strain, so the exponential law is reached gradually.

A numerical example uses round model parameters that stand for no particular material: \(\nu=0.3\), \(\varepsilon_0=0.07\), \(V=400\ \mathrm{nm^3}\), \(\Lambda=4\ \mathrm{eV}\), \(T=750\ \mathrm K\), \(b=60\ \mathrm{nm}\), \(a=10\ \mathrm{nm}\) and \(m=4\), which means a critical nucleus of three atoms. Then

\[
A=\frac{1.3\times0.07\times400}{\pi}=11.59\ \mathrm{nm^3},\qquad
\Gamma=\frac{4\times11.59}{0.06463}\simeq717\ \mathrm{nm^3},
\]

with \(kT=0.06463\ \mathrm{eV}\). At \(d=10\ \mathrm{nm}\) an isolated island stretches the surface above it by \(2A/d^3=2.32\%\). In the array the value is \(2.27\%\), and the adatom energy there lies \(1.41\,kT\) below its average over the surface. At \(d=20\ \mathrm{nm}\) the array strain is \(0.253\%\), which is 13% below the isolated value, and the energy lies \(0.156\,kT\) below the average. At \(40\ \mathrm{nm}\) the neighbours remove more than half of the isolated strain.

The pairing probability was computed in two ways: from Eq. (17), and from the steady state of the hopping rates in Eq. (11) on sites \(0.5\ \mathrm{nm}\) apart, which makes no use of \(\eta\). The hopping results are as follows. The random value on these sites is 0.088, against \(\pi a^2/b^2=0.0873\). The last digit of the entries depends on the site spacing: in the continuum limit they are lower by up to 0.001.

| \(d\) (nm) | \(L=5\) nm | \(L=20\) nm | \(L=200\) nm |
|---|---|---|---|
| 10 | 0.254 | 0.640 | 0.717 |
| 15 | 0.120 | 0.189 | 0.208 |
| 20 | 0.100 | 0.125 | 0.132 |
| 40 | 0.089 | 0.090 | 0.091 |

At \(d=10\ \mathrm{nm}\) and \(L=20\ \mathrm{nm}\) a nucleus is \(0.640/0.088\simeq7.3\) times as likely to be paired as it would be by chance. Doubling the spacer lowers this factor to 1.4. The fall is steep because the energy gain above the island, already divided by about nine, enters an exponential together with \(m=4\): the Boltzmann weight at the centre, \(e^{m|U|/kT}\), drops from \(e^{5.6}\) to \(e^{0.63}\).

Among the spacers in the table, the diffusion length changes \(P\) most at the thinnest, where the strain is strongest. At \(d=10\ \mathrm{nm}\), raising \(L\) from 5 to \(20\ \mathrm{nm}\) increases \(P\) from 0.254 to 0.640, while a further tenfold increase brings it only to 0.717, close to the Boltzmann limit of 0.718. The factor \(S(d/L)\) rises from 0.60 to 0.93 over the first of these steps and to 0.999 over the second. A long diffusion length cannot make up for a thick spacer: at \(d=20\ \mathrm{nm}\) the Boltzmann limit itself is 0.132. In this model, equilibrium with the strain sets the pairing that unlimited diffusion would reach.

The weak-drift estimate can be tried at \(d=L=20\ \mathrm{nm}\), where \(S(1)=0.811\). Equation (20) gives

\[
m\,\eta(0)=4\times\frac{2\times717}{20^3}\times0.811=0.58 ,
\]

whereas the hopping result is \(P/p_0-1=0.1255/0.0878-1\simeq0.43\). The estimate uses the value at the centre in place of the average over the disc, and it ignores the neighbouring islands. Both make it too high. They outweigh the neglect of higher orders in \(m\eta\), which makes it too low. Equation (17), which includes all three effects, agrees with the hopping result to the four decimals printed.

The largest difference between Eq. (17) and the hopping model among the 25 pairs of \(d\) and \(L\) in the numerical output is 0.031. It occurs at \(d=L=10\ \mathrm{nm}\), where the formula gives 0.510 and the hopping model 0.479, an excess of 6% relative to the latter. At \(d=10\ \mathrm{nm}\) and \(L=5\ \mathrm{nm}\) the relative excess is 9%. From \(d=15\ \mathrm{nm}\) upwards the two values of \(P\) agree within 1%; at \(d=15\ \mathrm{nm}\) the excess over \(p_0\) differs by up to 2%. This is the pattern expected of an approximation whose error is of second order in the drift and vanishes in both limits of \(L\). Where the well is deeper than \(kT\) and \(L\) is comparable with \(d\), Eq. (13) should be solved directly. A separate test with the drift reduced to one hundredth took half the difference between the results for \(+\Lambda\) and \(-\Lambda\), which removes the second-order term, and confirmed the first-order response to within 0.5% for three pairs of \(d\) and \(L\).

The exponential regime was tested at \(d=100\ \mathrm{nm}\) and \(L=20\ \mathrm{nm}\). The hopping model gives \(P/p_0-1=4.27\times10^{-5}\) and Eq. (23) gives \(4.20\times10^{-5}\). The difference of just under 2% is about the size of the contribution expected from the next four vectors. Pairing this weak has no practical meaning, but the agreement checks Eq. (23) as a whole at this depth: the exponential, with its decay length \(b/2\pi=9.5\ \mathrm{nm}\), together with the prefactor.

These values describe where nuclei first form above a regular array. In a disordered array the periodic sum must be replaced by a sum over the actual island positions, and the exponential law, which rests on a gap between \(\mathbf G=0\) and \(G_1\), need not survive. Once islands are numerous enough to compete for adatoms, Eq. (13) needs a loss term for their capture, and the final arrangement can differ from that of the first nuclei. The complete set of values is given in the numerical output.

## Values computed for the example and the checks

```
Poisson ratio 0.3, misfit 0.07, island volume 400 nm^3
Lambda 4.0 eV, T 750 K, kT 0.06463 eV
period b 60 nm, zone radius a 10 nm, m 4
site spacing 0.50 nm
A = 11.586 nm^3, Gamma = 717.1 nm^3
random pairing: pi a^2/b^2 = 0.0873, on sites 0.0878
isolated island, d=10 nm: strain minimum at r = 20.00 nm
strain there / strain at centre = -0.0179
b/(2 pi) = 9.55 nm
P at d=10, L=20 nm: spacing 0.50 nm 0.6395, spacing 0.250 nm 0.6392
d=100, L=20 nm: P/p0-1 hopping 4.273e-05, one harmonic 4.203e-05
above island centre: d (nm), isolated strain (%), array strain (%), -U/kT
    10    2.3173    2.2721    1.4062
    15    0.6866    0.6450    0.3992
    20    0.2897    0.2525    0.1563
    30    0.0858    0.0581    0.0360
    40    0.0362    0.0168    0.0104
S(d/L), isolated island; columns L = 5, 10, 20, 50, 200 nm
  d= 10 nm   0.5961   0.8107   0.9288   0.9845   0.9988
  d= 15 nm   0.4414   0.6961   0.8709   0.9688   0.9975
  d= 20 nm   0.3342   0.5961   0.8107   0.9499   0.9956
  d= 30 nm   0.2050   0.4414   0.6961   0.9062   0.9908
  d= 40 nm   0.1358   0.3342   0.5961   0.8589   0.9845
P: columns L = 5, 10, 20, 50, 200 nm, then Boltzmann limit
  d= 10 nm hopping  0.2535  0.4793  0.6395  0.7044  0.7172  0.7181
  d= 10 nm formula  0.2753  0.5100  0.6535  0.7071  0.7174
  d= 15 nm hopping  0.1205  0.1571  0.1887  0.2047  0.2082  0.2085
  d= 15 nm formula  0.1211  0.1581  0.1893  0.2049  0.2082
  d= 20 nm hopping  0.1004  0.1140  0.1255  0.1311  0.1324  0.1325
  d= 20 nm formula  0.1004  0.1141  0.1255  0.1312  0.1324
  d= 30 nm hopping  0.0905  0.0937  0.0965  0.0979  0.0982  0.0982
  d= 30 nm formula  0.0905  0.0937  0.0965  0.0979  0.0982
  d= 40 nm hopping  0.0885  0.0895  0.0903  0.0907  0.0908  0.0908
  d= 40 nm formula  0.0885  0.0895  0.0903  0.0907  0.0908
largest |formula - hopping| = 0.0307 at d=10 nm, L=10 nm
```
